\section*{Universal Hessian determinant of the surface free energy at a facet edge}

\section{The decision and the statement}

A continuum calculation of a crystal shape needs the surface free energy near a facet as input. Its expansion in step density has a linear coefficient, from single steps, and a cubic one, from their repulsion. One must decide whether the cubic coefficient is a free parameter or is fixed by the linear one. If steps repel only because they cannot cross, it is fixed, and one combination of the two depends on temperature and step height alone.

Let $f(\mathbf p)$ be the free energy per area projected on the facet plane, with slope vector $\mathbf p=\nabla z$ of magnitude $p$ and azimuth $\theta$. Steps have height $d$ and density $\rho=p/d$. A step has free energy $\gamma(\theta)$ per length and stiffness $\tilde\beta=\gamma+\gamma''$. Then, as $p\to0^+$ at fixed $\theta$,
\begin{equation}
\det\frac{\partial^2 f}{\partial p_i\partial p_j}\;\to\;\left(\frac{\pi kT}{d^2}\right)^2 .
\label{main}
\end{equation}

The conditions are these. The facet is below its roughening temperature, so that $\gamma>0$. All steps have the same sign and height and do not cross. Any further interaction is of short range, and any attraction in it stays below the strength at which steps begin to bind; exactly at that threshold the limit already fails. Below the threshold the limit is reached slowly: for lattice steps with a nearest-neighbour attraction, at one step per 40 sites, the determinant is 0.91 of the limit at half the threshold strength and 0.49 at nine tenths of it. The stiffness is finite and positive. The limit is one-sided: at $p=0$ the term $\gamma p/d$ gives $f$ a conical point, where no Hessian exists.

\section{One step}

Let a step run on average along $y$, with transverse displacement $x(y)$. Its local direction is turned by $\varphi=\arctan x'\simeq x'$, and its length element is $\sqrt{1+x'^2}\,dy$. To second order,
\begin{equation}
\gamma(\theta+\varphi)\sqrt{1+x'^2}
=\gamma+\gamma'x'+\tfrac12(\gamma+\gamma'')x'^2 .
\end{equation}
The linear term integrates to $\gamma'$ times the end-to-end displacement, which vanishes for a fixed mean direction. The path weight is therefore $\exp[-\int\tilde\beta x'^2dy/(2kT)]$ beyond the constant. Over a length $dy$ this is a Gaussian of variance $kT\,dy/\tilde\beta$, so the partition function $Z(x,y)$ obeys a diffusion equation:
\begin{equation}
\partial_yZ=\frac{kT}{2\tilde\beta}\partial_x^2Z=-\frac{H}{kT}Z,
\qquad H=-\frac{(kT)^2}{2\tilde\beta}\partial_x^2 .
\end{equation}
The lowest eigenvalue of $H$ is a free energy per length.

For a step made of discrete kinks, let $S(\eta)$ be the logarithm, per length along $y$, of the partition function with the extra weight $e^{\eta\,\Delta x}$. At mean slope $v=S'(\eta)$ the free energy per length of $y$ is $\tau(v)=kT[\eta v-S(\eta)]$. Hence $\tau'=kT\eta$ and $\tau''=kT/S''$. With $v=\tan\varphi$, the free energy per length of step is $\gamma=\tau\cos\varphi$, and
\begin{align}
\gamma'&=-\tau\sin\varphi+\tau'/\cos\varphi,\\
\gamma''&=-\tau\cos\varphi-\tau'\frac{\sin\varphi}{\cos^2\varphi}
+\tau'\frac{\sin\varphi}{\cos^2\varphi}+\frac{\tau''}{\cos^3\varphi}.
\end{align}
Adding $\gamma$ cancels the first term, which leaves
\begin{equation}
\tilde\beta=\frac{kT}{S''\cos^3\varphi}.
\label{stiff}
\end{equation}
A step that wanders easily is a soft one.

\section{Many steps}

For $N$ steps on a periodic width $W$, the partition function obeys the same diffusion equation in each coordinate and vanishes where two steps meet. Continued antisymmetrically from one ordering to all others, it is a wave function of free fermions. The lowest state fills the wavenumbers $|k|<\pi\rho$, with $\rho=N/W$. Its energy per area is
\begin{equation}
\frac{(kT)^2}{2\tilde\beta}\int_{-\pi\rho}^{\pi\rho}\frac{dk}{2\pi}k^2
=\frac{(kT)^2}{2\tilde\beta}\,\frac{\pi^2\rho^3}{3}.
\end{equation}
Therefore
\begin{equation}
f=f_0+\gamma\rho+C\rho^3+O(\rho^4),\qquad
C(\theta)=\frac{\pi^2(kT)^2}{6\tilde\beta(\theta)} .
\label{f}
\end{equation}
The cubic term is the free-energy cost of confining each step between its neighbours. It is in general not just $T$ times the lost entropy, because confinement also changes the mean energy of a step. A stiff step wanders less and pays less.

\section{The Hessian}

Take derivatives first with respect to $\mathbf q=\mathbf p/d$, whose polar coordinates are $(\rho,\theta)$. The unit vectors satisfy $\partial_\theta\mathbf n=\mathbf t$ and $\partial_\theta\mathbf t=-\mathbf n$, and $\nabla f=f_\rho\mathbf n+(f_\theta/\rho)\mathbf t$. Applying $\partial_\rho$ and $\rho^{-1}\partial_\theta$ to this vector gives
\begin{align}
f_{nn}&=f_{\rho\rho}=6C\rho,\\
f_{tt}&=\frac{f_\rho}{\rho}+\frac{f_{\theta\theta}}{\rho^2}
=\frac{\tilde\beta}{\rho}+(3C+C'')\rho,\\
f_{nt}&=\partial_\rho\!\left(\frac{f_\theta}{\rho}\right)
=\partial_\rho(\gamma'+C'\rho^2)=2C'\rho .
\end{align}
The determinant is
\begin{equation}
6C\tilde\beta+\left[6C(3C+C'')-4C'^2\right]\rho^2 ,
\label{finite}
\end{equation}
and by (\ref{f}) its first term is $(\pi kT)^2$. Each derivative with respect to $p_i$ brings a factor $1/d$, and the determinant contains four of them, which gives (\ref{main}).

The radial curvature vanishes as $\rho/\tilde\beta$ and the tangential one diverges as $\tilde\beta/\rho$. The stiffness sets how the determinant is shared between the two directions, and it cancels in their product. A term $E\rho^4$ in $f$ adds $12E\rho^2$ to $f_{nn}$ and hence $12E\tilde\beta\rho$ to the determinant. The approach to the limit is then linear in $\rho$.

\section{A second route, with a test}

The cancellation can be seen without expanding in angle. Let $J$ be the number of steps carried past a fixed $x$ per length of $y$. Up to a sign, $(\rho,J)$ are the components of $\mathbf q$. Let $G(\rho,\eta)$ be the logarithm of the partition function per area with weight $e^{\eta\Delta x}$ for every step, so that $F=f/kT=\eta J-G$ with $J=G_\eta$. Then $F_J=\eta$ and $F_\rho=-G_\rho$, and differentiating once more gives
\begin{equation}
F_{JJ}=\frac1{G_{\eta\eta}},\quad
F_{\rho J}=-\frac{G_{\rho\eta}}{G_{\eta\eta}},\quad
F_{\rho\rho}=-G_{\rho\rho}+\frac{G_{\rho\eta}^2}{G_{\eta\eta}} .
\end{equation}
The mixed terms cancel in the determinant, which is $-G_{\rho\rho}/G_{\eta\eta}$. A single step of wavenumber $k$ has growth rate $S(\eta+ik)$. Filling the band symmetrically removes the odd powers of $k$, so at low density
\begin{equation}
G=\int_{-\pi\rho}^{\pi\rho}\frac{dk}{2\pi}\,S(\eta+ik)
\simeq\rho S-\frac{\pi^2\rho^3}{6}S'' .
\end{equation}
Thus $-G_{\rho\rho}/G_{\eta\eta}\to\pi^2\rho S''/(\rho S'')=\pi^2$, for any smooth $S$.

This was tested by diagonalizing one, two and three non-crossing steps on rings of 32, 64 and 128 sites. The displacements $+1,-1,+2,-2$ had weights $1.0,0.6,0.3,0.1$ for step A and $0.3,0.3,0.05,0.02$ for step B, which gives $S''=3.20$ and $0.88$. The second difference of the eigenvalue in step number replaced $G_{\rho\rho}$. Extrapolated to an infinite ring, the determinant is $0.9999\,\pi^2$ for both steps, although their diffusivities differ by a factor of 3.6.

\section{The crystal shape}

At fixed volume the shape minimizes $\int[f(\nabla z)-2\Lambda z]\,d^2r$, so $\nabla\cdot(\partial f/\partial\mathbf p)=-2\Lambda$. In two dimensions $\nabla\cdot\mathbf r=2$, and the equilibrium shape is
\begin{equation}
\frac{\partial f}{\partial\mathbf p}=-\Lambda\mathbf r,\qquad
z=\frac f\Lambda+\mathbf p\cdot\mathbf r .
\label{shape}
\end{equation}
Indeed $dz=(\Lambda^{-1}\partial f/\partial\mathbf p+\mathbf r)\cdot d\mathbf p+\mathbf p\cdot d\mathbf r=\mathbf p\cdot d\mathbf r$, as required. On the facet $z=f_0/\Lambda=h$, its distance from the crystal centre, so $\Lambda=f_0/h$.

Differentiating the first relation with respect to $\mathbf r$ shows that the Hessian of $z$ is $-\Lambda$ times the inverse Hessian of $f$. For a $2\times2$ matrix the sign drops out of the determinant, and at the facet edge
\begin{equation}
\det\frac{\partial^2z}{\partial r_i\partial r_j}
\to\left(\frac{\Lambda d^2}{\pi kT}\right)^2 .
\end{equation}
At vanishing slope this is the Gaussian curvature. It jumps from zero on the facet to this value beside it. The geometric mean of the two principal radii is $R=\pi kT/(\Lambda d^2)$.

The radial part of (\ref{shape}) reads $\gamma+3C\rho^2=\gamma+\Lambda d\,\delta$, with $\delta$ the distance outside the edge. Hence
\begin{equation}
\rho=\frac{\sqrt{2\tilde\beta\Lambda d\,\delta}}{\pi kT}.
\label{profile}
\end{equation}
The slope grows as $\delta^{1/2}$. The radial curvature of the crystal diverges as $\delta^{-1/2}$ while the tangential one vanishes as $\delta^{1/2}$, and their product stays finite.

\section{Inverse-square repulsion}

Steps on a real crystal also repel through the strain they cause, with energy $A/x^2$ per length, $A>0$. This falls off with the same power of distance as the free-energy cost of confinement, so it survives at low density. The model below lets this repulsion act only between points at the same $y$, which is an approximation to the elastic interaction of meandering steps. Put $g=A\tilde\beta/(kT)^2$. In units of $(kT)^2/(2\tilde\beta)$, and with $1/x^2$ in its periodic form, the operator is
\begin{equation}
-\sum_i\partial_i^2+2g\sum_{i<j}\frac{(\pi/W)^2}{\sin^2(\pi x_{ij}/W)} .
\end{equation}
Try $\psi=\prod_{i<j}|\sin(\pi x_{ij}/W)|^\lambda$, and write $c_{ij}=\cot(\pi x_{ij}/W)$. Then
\begin{equation}
\frac{\sum_i\partial_i^2\psi}{\psi}=\frac{\pi^2}{W^2}
\Big[-\lambda\sum_{i\ne j}(1+c_{ij}^2)+\lambda^2\sum_i\Big(\sum_{j\ne i}c_{ij}\Big)^2\Big].
\end{equation}
In the last sum the squares give $\sum_{i\ne j}(1+c_{ij}^2)-N(N-1)$. The cross terms of each triple add up to $-2$, because $\cot a\cot b+\cot b\cot c+\cot c\cot a=1$ when $a+b+c=0$; all triples together give $-N(N-1)(N-2)/3$. The position-dependent terms cancel the potential if
\begin{equation}
\lambda(\lambda-1)=g,\qquad \lambda=\tfrac12\left(1+\sqrt{1+4g}\right),
\end{equation}
and the eigenvalue is $\lambda^2(\pi/W)^2N(N^2-1)/3$. Since $\psi$ has no sign change, this is the ground state. For large $N$ the energy per area is $\lambda^2$ times the free-fermion value, so $C$ and the limiting determinant are both multiplied by $\lambda^2$. Setting $g=0$ gives $\lambda=1$ and recovers (\ref{f}).

As $\lambda$ contains $\tilde\beta$, the limit now depends on stiffness and direction. The ring calculation for step A with $\lambda=2$ gives $3.9999\,\pi^2$, against the expected $4\pi^2$.

Binding changes the limit in another way. If an attraction ties steps into pairs that do not bind further, the derivation holds with $d$ replaced by $2d$, and the determinant falls to one sixteenth.

\section{Numbers for steps on Au(111)}

Take $T=800$ K, so $kT=0.06894$ eV, and $d=0.235$ nm. The square root of the limiting determinant is
\begin{equation}
\frac{\pi kT}{d^2}=\frac{\pi\times0.06894}{0.235^2}
=3.92\ \mathrm{eV/nm^2}=0.628\ \mathrm{J/m^2},
\end{equation}
whose square is $15.4\ \mathrm{eV^2/nm^4}$.

For the stiffness, take a rectangular lattice as a simple model. Let a step advance by $a=0.288$ nm and jump sideways by $n$ rows of width $b=0.25$ nm, with weight $e^{-\epsilon|n|/kT}$ and $\epsilon=0.12$ eV. Along the close-packed direction the variance of $n$ is 0.516. With $S''=0.516\,b^2/a$, (\ref{stiff}) gives
\begin{equation}
\tilde\beta=\frac{0.06894\times0.288}{0.516\times0.25^2}=0.616\ \mathrm{eV/nm}.
\end{equation}
At $20^\circ$ the variance is 0.896 and $\tilde\beta=0.427$ eV/nm.

At a step spacing of 5 nm, $\rho=0.2\ \mathrm{nm^{-1}}$ and $p=0.047$. The leading radial and tangential curvatures of $f$ are 0.276 and 55.7 eV/nm$^2$ at $0^\circ$, and 0.398 and 38.7 eV/nm$^2$ at $20^\circ$. Both pairs multiply to $15.4\ \mathrm{eV^2/nm^4}$, as the algebra requires.

With $f_0=8$ eV/nm$^2$ and $h=10$ µm, $\Lambda=8\times10^{-4}$ eV/nm$^3$, and the mean radius beside the facet is $R=3.92/(8\times10^{-4})$ nm $=4.9$ µm.

Gold breaks the assumption of no long-range forces. With $A=0.01$ eV nm, $g=1.30$ and $\lambda^2=3.0$ at $0^\circ$; at $20^\circ$, $g=0.90$ and $\lambda^2=2.5$. The determinant is larger by these factors, and $R$ becomes 8.5 and 7.7 µm. For these numbers (\ref{main}) is a reference value and not a prediction for gold. All material parameters here are rough, $A$ most of all. The rectangular kink model also ignores that the rows of a (111) face are staggered. In the nearest-neighbour Ising model on a triangular lattice of spacing $a$, where each broken bond costs $\epsilon$, a kink again costs $\epsilon$ but the step may also form overhangs. Its stiffness is 0.89 eV/nm at $0^\circ$ and 0.70 eV/nm at $20^\circ$, which is 44\% and 63\% higher. The rise comes from the staggering of the rows. Overhangs work the other way: without them the values would be 0.91 and 0.74 eV/nm. Then $\lambda^2$ is 3.8 and 3.3, and $R$ is 9.6 and 8.9 µm. In the next section, which keeps the simpler stiffness, $\xi$ would shrink by 11\% and 15\%, and the distance $\delta$ at a given spacing by 31\% and 39\%. Both models leave out the threefold symmetry and the reconstruction of the real surface. A crystal with $h=10$ µm may take long to reach its equilibrium shape, since matter must be carried over distances of that order.

\section{How close to the edge the limit can be used}

Three further effects are sized with $A=0$, at the same 5 nm spacing.

\emph{Core width.} If steps exclude one another over a width $w$, the free width is $W-Nw$, and the cubic term becomes $C\rho^3/(1-w\rho)^2$. Its first derivative is $C\rho^2(3-w\rho)/(1-w\rho)^3$ and its second is $6C\rho/(1-w\rho)^4$. To leading order in the tangential curvature, the determinant gains the factor $(1-w\rho)^{-4}$. For $w=0.25$ nm this is $0.95^{-4}=1.23$.

\emph{Finite slope.} The $\rho^2$ term in (\ref{finite}), taken alone, would raise the determinant by 1.0\% at $0^\circ$ and 0.3\% at $20^\circ$. This is not the net correction, because a term in $\rho^5$ in $f$, left out there, contributes at the same order. For free fermions the two cancel. Differentiating the integral for $G$ before expanding it gives
\begin{equation}
G_{\rho\rho}=\frac{i\pi}{2}\,\Delta,\qquad
G_{\eta\eta}=\frac{1}{2\pi i}\,\Delta,\qquad
\Delta=S'(\eta+i\pi\rho)-S'(\eta-i\pi\rho),
\end{equation}
so that $-G_{\rho\rho}/G_{\eta\eta}=\pi^2$ at every density. What remains at finite slope comes from departures from free fermions, such as the core width.

\emph{Edge fluctuations.} By (\ref{profile}), steps near the edge fill states as fermions do in a linear potential of slope $\Lambda d$. Equating $(kT)^2/(2\tilde\beta\xi^2)$ to $\Lambda d\,\xi$ gives the length
\begin{equation}
\xi=\left[\frac{(kT)^2}{2\tilde\beta\Lambda d}\right]^{1/3},
\end{equation}
which is 2.7 nm at $0^\circ$ and 3.1 nm at $20^\circ$. The eigenstates are Airy functions. For a straight edge, with $s=\delta/\xi$, the occupied ones add up to
\begin{equation}
\rho_{\rm A}=\frac1\xi\int_0^\infty\!\mathrm{Ai}(u-s)^2du
=\frac{\mathrm{Ai}'(-s)^2+s\,\mathrm{Ai}(-s)^2}{\xi},
\end{equation}
while (\ref{profile}) reads $\rho=\sqrt s/(\pi\xi)$. The 5 nm spacing occurs at $\delta=8.1$ nm at $0^\circ$ and 11.7 nm at $20^\circ$, where $\rho_{\rm A}$ is 0.96 and 1.03 times the local density.

The curvature is more sensitive than the density. Differentiation gives $d\rho_{\rm A}/d\delta=\mathrm{Ai}(-s)^2/\xi^2$. At large $s$ this oscillates between zero and twice the local value $1/(2\pi\sqrt s\,\xi^2)$, because $\mathrm{Ai}(-s)^2\simeq\sin^2(\tfrac23s^{3/2}+\tfrac\pi4)/(\pi\sqrt s)$. The universal curvature therefore belongs to a profile averaged over several step spacings.

These lengths also fix the order of limits. At given $s$ the spacing is proportional to $\xi$, and $\xi$ grows as $h^{1/3}$. The leading core correction $4w\rho$ thus falls only as $h^{-1/3}$: the crystal must become large before the slope is taken to zero. The remaining values are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
ring test, step A: kink diffusivity 3.20 (lattice units)
ring test, step B: kink diffusivity 0.88 (lattice units)
step A: dilute determinant / pi^2 = 0.9999
step B: dilute determinant / pi^2 = 0.9999
step A with repulsion, lambda=2: / pi^2 = 3.9999
temperature = 800 K
kT = 0.06894 eV
step height d = 0.235 nm
atom spacing along step = 0.288 nm
row spacing across step = 0.250 nm
kink energy = 0.12 eV
step spacing = 5.0 nm
slope p = 0.0470
--- step direction 0 degrees from close-packed ---
kink variance per atom spacing = 0.5159
stiffness = 0.6157 eV/nm
radial curvature of f = 0.2759 eV/nm^2
tangential curvature of f (leading) = 55.748 eV/nm^2
product of the two = 15.380 eV^2/nm^4
finite-slope determinant / limit = 1.0105
dipole strength A*stiffness/(kT)^2 = 1.296
dipole lambda = 1.743, factor lambda^2 = 3.039
mean radius with dipoles = 8.55 um
edge length xi = 2.74 nm
distance from edge at this spacing = 8.10 nm
Airy density / local density there = 0.9567
--- step direction 20 degrees from close-packed ---
kink variance per atom spacing = 0.8959
stiffness = 0.4273 eV/nm
radial curvature of f = 0.3975 eV/nm^2
tangential curvature of f (leading) = 38.691 eV/nm^2
product of the two = 15.380 eV^2/nm^4
finite-slope determinant / limit = 1.0026
dipole strength A*stiffness/(kT)^2 = 0.899
dipole lambda = 1.572, factor lambda^2 = 2.471
mean radius with dipoles = 7.71 um
edge length xi = 3.09 nm
distance from edge at this spacing = 11.68 nm
Airy density / local density there = 1.0330
--- common results ---
pi kT/d^2 = 3.9217 eV/nm^2 = 0.6283 J/m^2
limiting determinant = 15.380 eV^2/nm^4
core width = 0.25 nm, determinant factor = 1.228
dipole coefficient A = 0.010 eV nm
facet free energy = 8.0 eV/nm^2
facet distance h = 10.0 um
Lam = 8.00e-04 eV/nm^3
mean radius at facet edge, no dipoles = 4.90 um
\end{verbatim}
